# The Sham–Schlüter equation and the optimized effective potential, part 2

We ask how a local potential follows from the self-energy, and how this relates to the optimized effective potential (OEP): the local $v_s$ making $E=\langle\Phi|\hat H|\Phi\rangle$ stationary, with $\Phi$ the ground-state determinant of $h_s=T+v_s$ and $\hat H$ the full Hamiltonian.

We use Hartree atomic units, zero temperature, real amplitudes, closed shells of $N$ electrons and grid sites $r$. $T$ is the kinetic energy, $v_{\rm ext}$ the external potential, $w$ the interaction, $n$ the density (both spins) and $v_H(r)=\sum_{r'}w(r,r')n(r')$. Per spin, $G$ is the interacting Green's function and $\Sigma_{xc}$ its self-energy beyond Hartree. $G_s=(z-h_s)^{-1}$ has orbitals $\phi_p$ ($i,j$ occupied, $a$ empty), levels $\varepsilon_p$ and density $n_s$; $v_{xc}=v_s-v_{\rm ext}-v_H$. Then
$$G-G_s=G_s(\Sigma_{xc}-v_{xc})G .\tag{3}$$
$$n(r)-n_s(r)=\frac2\pi\int_0^\infty d\omega\,\mathrm{Re}\big[G_s(\Sigma_{xc}-v_{xc})G\big](r,r;\mu+i\omega).\tag{4}$$
Requiring $n_s=n$, with $\mu$ in both gaps, gives the full Sham–Schlüter equation:
$$\sum_{r'}v_{xc}(r')\int_0^\infty\! d\omega\,\mathrm{Re}\,G_s(r,r')G(r',r)=\sum_{r'r''}\int_0^\infty\! d\omega\,\mathrm{Re}\,G_s(r,r')\Sigma_{xc}(r',r'')G(r'',r),\tag{5}$$

Linearizing replaces $G$ by $G_s$, also inside the self-energy. With $A=\Sigma_{xc}[G_s]-v_{xc}$, the condition is $R=0$:
$$R(r)=\frac2\pi\int_0^\infty d\omega\,\mathrm{Re}\,[G_sAG_s](r,r;\mu+i\omega).\tag{6}$$
For static $A$, with $A_{pq}=\langle p|A|q\rangle$, the integrals $I_{pq}=\frac1\pi\int_0^\infty d\omega\,\mathrm{Re}[(z-\varepsilon_p)(z-\varepsilon_q)]^{-1}$ at $z=\mu+i\omega$ give
$$R(r)=4\sum_{ia}\phi_i(r)\phi_a(r)\frac{A_{ai}}{\varepsilon_i-\varepsilon_a},\tag{7}$$
$$\chi_s(r,r')=4\sum_{ia}\frac{\phi_i(r)\phi_a(r)\phi_a(r')\phi_i(r')}{\varepsilon_i-\varepsilon_a}.\tag{8}$$
Here $\chi_s=\delta n_s/\delta v_s$. For exchange, $A=\Sigma_x-v_x$ and $\Sigma_x(r,r')=-w(r,r')\gamma(r,r')$, with $\gamma$ the one-spin density matrix ($\gamma_s=\sum_i\phi_i\phi_i$ for $G_s$):
$$\sum_{r'}\chi_s(r,r')v_x(r')=\Lambda_x(r),\qquad \Lambda_x(r)=4\sum_{ia}\phi_i(r)\phi_a(r)\frac{\langle a|\Sigma_x|i\rangle}{\varepsilon_i-\varepsilon_a}.\tag{9}$$
This leaves a constant in $v_x$ free. The energy, with exchange part $E_x=-\sum_{rr'}w\gamma^2$, obeys
$$\delta E=2\,\mathrm{Tr}[F\,\delta\gamma],\qquad F=T+v_{\rm ext}+v_H+\Sigma_x=h_s+A .\tag{10}$$
$$\frac{\partial E}{\partial v_s(r)}=R(r)\quad\text{for every } v_s \text{ with a gap}.\tag{11}$$

The dimer example has two electrons on two sites, hopping $-t$, on-site repulsion $U$ and site energies $\mp\Delta/2$, with $t=0.5$, $U=1$, $\Delta=1$ Ha. Its exact results are $n_1=1.387685$, $n_2=0.612315$ and $v_{xc,2}-v_{xc,1}=0.19595$ Ha.

Q. Factors of 2 and 4 are easy to lose in both routes at once. What do the numbers say?

A. The model is a one-dimensional four-electron atom with round parameters: $v_{\rm ext}=-4/\sqrt{x^2+1}$, $w=1/\sqrt{(x-x')^2+1}$, hard walls at $\pm10$ bohr, spacing $0.25$ bohr, 79 sites. The three-point kinetic operator is part of the model, so the digits refer to this grid and not to a continuum limit. At the self-consistent solution of (9), quadrature of (6) with inverted matrices matches the sums (8) and (9) to $3\times10^{-13}$ Ha$^{-1}$ and $9\times10^{-13}$ electrons in the largest element, and $\chi_s$ is also tested against a finite-difference density response. Equation (11) is tested where it could fail, at a trial potential away from the solution: the largest $|R|$ is $0.0943$ electrons per site, and the finite-difference gradient of $E$ differs from $R$ by at most $2.3\times10^{-10}$. At the solution the largest gradient is $1.9\times10^{-10}$. Along one smooth direction of $\delta v_s$, the finite-difference rate of change of $E_x$ and $\sum v_x\,\delta n$ both equal $0.2219531$ Ha. The derivation proves stationarity only. That the point is a minimum is tested along three sinusoidal directions, each with both signs, and the energy rises in all six cases.

Q. The constant in $v_x$ is still loose, so your orbital energies mean nothing yet.

A. One fixes it by asking $v_x$ to vanish far from a finite system, and (9) says what that implies. First remove the sum over empty states. Define orbital shifts $\psi_i=\sum_{p\ne i}\phi_pA_{pi}/(\varepsilon_p-\varepsilon_i)$, assuming nondegenerate occupied levels. Applying $h_s-\varepsilon_i$ cancels the denominators and leaves $\sum_{p\neq i}\phi_pA_{pi}$, so
$$(h_s-\varepsilon_i)\psi_i=(\Sigma_x-v_x)\phi_i-A_{ii}\phi_i .\tag{12}$$
In $\sum_i\psi_i\phi_i$ the occupied pairs cancel as before, since $A_{ji}\phi_j\phi_i$ is symmetric and the denominator antisymmetric. The rest is $-R/4$ by (7), so the OEP condition reads $\sum_i\psi_i(r)\phi_i(r)=0$. With the shifts obtained by solving (12) directly, the largest $|\psi_1\phi_1|$ in the model is $5.6\times10^{-4}$ per site and the largest $|\psi_1\phi_1+\psi_2\phi_2|$ is $8\times10^{-14}$.

Now go far out, in continuum language. Let $H$ be the highest occupied orbital, nondegenerate, and stay away from its nodes. From the definition of $\Sigma_x$, $\Sigma_x\phi_i=-\sum_j\phi_jK_{ji}$ with $K_{ji}(r)=\sum_{r'}w(r,r')\phi_j(r')\phi_i(r')$. Dividing (12) for $i=H$ by $\phi_H$,
$$v_x=-K_{HH}-A_{HH}-\sum_{j\ne H}\frac{\phi_j}{\phi_H}K_{jH}-\frac{(h_s-\varepsilon_H)\psi_H}{\phi_H}.\tag{13}$$
A deeper level decays with a larger exponent, so $\phi_j/\phi_H$ vanishes exponentially and the third term dies. For the fourth, the OEP condition gives $\psi_H=-\sum_{i\ne H}\psi_i\phi_i/\phi_H$. In (12) for $i\ne H$ the most slowly decaying source is $-\phi_HK_{Hi}$. The factor $K_{Hi}$ varies slowly, and $(h_s-\varepsilon_i)\phi_H=(\varepsilon_H-\varepsilon_i)\phi_H$, so at leading order $\psi_i\simeq-\phi_HK_{Hi}/(\varepsilon_H-\varepsilon_i)$. Then $\psi_H\simeq\sum_{i\neq H}\phi_iK_{Hi}/(\varepsilon_H-\varepsilon_i)$ decays like the lower orbitals, and the fourth term is also of order $\phi_i/\phi_H$. Asymptotically
$$v_x(r)\to-K_{HH}(r)+\langle H|v_x-\Sigma_x|H\rangle .$$
$K_{HH}$ is the potential of a unit charge and vanishes at infinity, as $1/|r|$ for an interaction with a Coulomb tail. So $v_x(\infty)=0$ is equivalent to $\langle H|v_x|H\rangle=\langle H|\Sigma_x|H\rangle$. Along a nodal surface of $\phi_H$ that extends to infinity the division by $\phi_H$ is not allowed and the argument says nothing.

The program imposes the matrix-element condition and then tests the tail: at $x=8$ bohr, $v_x=-0.13344$ Ha and $-K_{HH}=-0.13346$ Ha. The choice of orbital matters, since $\langle1|v_x-\Sigma_x|1\rangle=0.1929$ Ha, and making that element vanish would move the tail down by this amount. The point-charge value $-1/\sqrt{65}=-0.12403$ Ha is smaller in magnitude than $K_{HH}$ by $0.0094$ Ha. The sign follows from convexity: $w''(s)=(2s^2-1)/(s^2+1)^{5/2}>0$ for $|s|>1/\sqrt2$, so averaging $w$ over the symmetric distribution $\phi_H^2$, which has little weight within that distance of $x=8$, raises it. The potential is not monotonic: $-0.642$ Ha at $x=0$, $-0.705$ at 1 bohr, $-0.573$ at 2 bohr, $-0.309$ at 4 bohr. As a conjecture, the central bump arises because $\phi_H$ has its node there and the lower orbital, with its positive matrix element of $v_x-\Sigma_x$, dominates.

Q. Is there a case where I can solve (9) by hand?

A. For two electrons there is one occupied orbital, $n=2\phi_1^2$, and $\Sigma_x\phi_1=-\phi_1K_{11}=-\tfrac12v_H\phi_1$. With $v_x=-v_H/2$ we have $A\phi_1=0$, every $A_{a1}$ vanishes, (7) is zero, and the condition on the constant holds. Moreover $F\phi_1=h_s\phi_1=\varepsilon_1\phi_1$, so the orbital solves the Hartree–Fock equation and the two energies coincide. For the same model with charge 2 and walls at $\pm6$ bohr the program finds $|v_x+v_H/2|$ at most $1.2\times10^{-13}$ Ha and $-2.22598349$ Ha for both energies. In the dimer, the exchange part of the potential difference at the exact density is $-\tfrac12U(n_2-n_1)=0.38769$ Ha, so correlation supplies $0.19595-0.38769=-0.19174$ Ha.

Q. Why linearize at all? I would expect the full equation (5) with the exchange self-energy to give the same potential, or a better version of it.

A. In general it gives a different object. Two electrons are one exception, since there the OEP orbital already solves the Hartree–Fock equation and the two potentials coincide up to a constant. A purely on-site interaction is another, since $\Sigma_x=-\tfrac12Un(r)\delta_{rr'}$ is then already local for any $N$. If $\Sigma_x$ is built from $G$ itself, then $G=(z-F[\gamma])^{-1}$ with $\gamma$ the density matrix of that same $G$, which is the self-consistent Hartree–Fock Green's function. By (4) the full equation then demands $n_s=n_{HF}$. Its solution $v_{\rm inv}$ is the local potential that reproduces the Hartree–Fock density, and for more than two electrons with a nonlocal $\Sigma_x$ nothing in general makes $E$ stationary there. The identification with the OEP belongs to the linearized equation only.

The size of the difference follows from scaling $w\to\lambda w$ at fixed $v_{\rm ext}$. Let $h_s$, $\gamma_s$ be the OEP solution and $B=F[\gamma_{HF}]-h_s=A+\big(F[\gamma_{HF}]-F[\gamma_s]\big)$. Iterating (3), $G-G_s=G_sBG_s+G_sBG_sBG_s+\dots$. Here $A=O(\lambda)$. It changes the off-diagonal density matrix at first order, so $\gamma_{HF}-\gamma_s=O(\lambda)$, and the bracket, which is $\lambda w$ times this difference, is $O(\lambda^2)$. In the density the term $G_sAG_s$ gives $R=0$. The bracket at first order and $G_sAG_sAG_s$ are both $O(\lambda^2)$. Therefore $n_{HF}-n_{OEP}=O(\lambda^2)$, and $v_{\rm inv}-v_{OEP}\simeq\chi_s^{-1}(n_{HF}-n_{OEP})$ is $O(\lambda^2)$ up to a constant.

For the energy, mix empty into occupied orbitals with amplitudes $\kappa_{ai}$, so that the empty–occupied block of $\gamma$ is $\kappa$. The new $\gamma$ must remain a projector. Write the occupied block as $1+X$ and the empty block as $Y$, both of second order. The occupied block of $\gamma^2=\gamma$ reads $1+2X+\kappa^T\kappa=1+X$, so $X=-\kappa^T\kappa$, and the empty block reads $\kappa\kappa^T=Y$. Insert this in (10); the terms of $E$ quadratic in $\delta\gamma$ are $O(\lambda\kappa^2)$. The first-order part gives $4\sum A_{ai}\kappa_{ai}$. In the second-order part $F=h_s+O(\lambda)$, so $2\,\mathrm{Tr}[h_s(X+Y)]=2\sum\kappa_{ai}^2(\varepsilon_a-\varepsilon_i)$. The minimum is at $\kappa_{ai}=-A_{ai}/(\varepsilon_a-\varepsilon_i)$, where the two parts give $-4+2=-2$ times $\sum A_{ai}^2/(\varepsilon_a-\varepsilon_i)$. Hence
$$E_{OEP}-E_{HF}=2\sum_{ia}\frac{\langle a|\Sigma_x-v_x|i\rangle^2}{\varepsilon_a-\varepsilon_i}+O(\lambda^3).\tag{14}$$
Hartree–Fock minimizes $E$ over all closed-shell determinants and the OEP over those of local potentials, a set that contains the determinant of $v_{\rm inv}$. If both solutions are the global minima of their sets, $E_{HF}\le E_{OEP}\le E[v_{\rm inv}]$.

Q. And the model bears this out, contour condition included?

A. The levels are, in Ha, $-1.3689$, $-0.3146$, $0.1098$ for Hartree–Fock and $-1.1769$, $-0.3121$, $-0.1041$ for the OEP. The OEP midgap $\mu=(-0.3121-0.1041)/2=-0.2081$ Ha lies in both gaps. The potential $v_{\rm inv}$ is found by a separate iteration on the density and its constant is set by aligning its second level with the Hartree–Fock one; its levels are $-1.1788$, $-0.3146$, $-0.1054$ Ha and its midgap $-0.2100$ Ha. With the Hartree–Fock $G$, quadrature of (4) at $v_{\rm inv}$ gives at most $1.7\times10^{-12}$ per bohr, and it stays zero under a shift that keeps $\mu$ in the gap. Shifted down until $\mu$ lies above the third level, the residual sums to $4-6=-2.000000$ electrons. At the OEP the residual equals $n_{HF}-n_{OEP}$ and reaches $8.2\times10^{-4}$ per bohr, which is $0.07\%$ of the central density $1.188$ per bohr: small, and far above the numerical noise.

The exchange parts, $v_{\rm inv}-v_{\rm ext}-v_H[n_{HF}]$ and $v_{OEP}-v_{\rm ext}-v_H[n_{OEP}]$, differ by $-0.64245+0.64190=-0.00055$ Ha at $x=0$, $-0.57609+0.57288=-0.0032$ Ha at 2 bohr, and $-0.13347+0.13344=-0.00003$ Ha at 8 bohr. For the total potentials the density-weighted root-mean-square difference, with the weighted mean removed, is $8.0\times10^{-4}$ Ha. The energies are $E_{HF}=-6.750436$, $E_{OEP}=-6.749150$, $E[v_{\rm inv}]=-6.749149$ Ha, in the expected order. The first gap is $1.286\times10^{-3}$ Ha, or $35.0$ meV. The second is $1.25\times10^{-6}$ Ha, about a thousandth of the first. Since $E$ is stationary at the OEP, this second gap is quadratic in the potential difference and so $O(\lambda^4)$; that power is derived and not tested.

The $\lambda^2$ laws are tested with walls at $\pm4$ bohr. At $\lambda=0.01$ and $0.02$ the energy gaps are $1.2827\times10^{-7}$ and $5.1404\times10^{-7}$ Ha, with ratio $4.0075=2^{2.003}$. The potential differences are $6.0531\times10^{-8}$ and $2.4250\times10^{-7}$ Ha, with ratio $4.006=2^{2.002}$. Formula (14) gives $1.2834\times10^{-7}$ Ha at $\lambda=0.01$, $0.05\%$ above the computed gap. At $\lambda=1$ in the large box it gives $1.4075\times10^{-3}$ Ha, and $(1.4075-1.2862)/1.2862=9.4\%$ above the computed gap, a measure of the neglected orders in this model.

Q. The densities nearly agree, yet the first and third levels differ by about $0.2$ Ha. Does that not discredit the potential?

A. The equation constrains only occupied–empty elements of $A$, and diagonal elements are left free. From $F=h_s+A$, $\langle i|F|i\rangle=\varepsilon_i-\langle i|v_x-\Sigma_x|i\rangle$. For the lowest orbital this is $-1.1769-0.1929=-1.3698$ Ha, within about $0.001$ Ha of the Hartree–Fock level $-1.3689$ Ha, so the offset of the first level is this diagonal element. For $H$ the element is zero by the choice of constant, and the levels $-0.3121$ Ha ($-8.49$ eV) and $-0.3146$ Ha ($-8.56$ eV) differ only because the orbitals and density matrices do. For an empty orbital far out, the OEP offers $-4/|x|+4/|x|-1/|x|$, an attractive tail common to all states. In Hartree–Fock, $\Sigma_x\phi_a=-\sum_j\phi_jK_{ja}$ decays with the occupied orbitals, faster than a more weakly bound $\phi_a$, so that orbital sees a neutral system and no such tail. Its level here is positive and belongs to a state confined by the walls, so its value, and with it the size of the third-level offset, depends on the size of the box.

Q. Where does the chain break?

A. Equation (4) needs only the gap of $G$ and a $\mu$ away from the levels of $h_s$; equation (5) adds $v$-representability and the shared gap. The evaluation of $I_{pq}$ used integer occupations. With partially filled levels, as in a metal or at finite temperature, the diagonal terms $p=q$ no longer vanish, a constant shift at fixed $\mu$ changes the particle number, and the closed-shell results (7) to (14) do not apply as written. It also used a static $A$. For a dynamic self-energy, $A(z)$ has its own poles and takes different values at $\varepsilon_p$ and $\varepsilon_q$, so occupied–occupied and empty–empty pairs contribute to the right side, while the kernel acting on the static $v_{xc}$ remains $\chi_s$. Solvability then requires $\int_0^\infty d\omega\,\mathrm{Re}\,\mathrm{Tr}[G_s\Sigma_{xc}G_s]=0$, which a static self-energy satisfies by orthogonality and a dynamic one must be shown to satisfy. The ordering in $\lambda$ has level spacings $\varepsilon_a-\varepsilon_i$ in its denominators, so the closeness of the OEP to the full equation seen in this model is not assured when the occupied–empty elements of $\Sigma_x-v_x$ become comparable to the Kohn–Sham gap.

## Computed results

```
dimer t, U, Delta: 0.5, 1.0, 1.0 Ha
dimer E0, mu: -0.801938, 0.500000 Ha
dimer n1, n2: 1.387685, 0.612315 electrons
dimer Re Sigma_xc,12 at w=0.1 and 10 Ha: -0.083278, -0.002919 Ha
dimer vs2-vs1 from SSE root: 0.42057697 Ha
dimer vs2-vs1 closed form: 0.42057697 Ha
dimer vxc2-vxc1 (vH = U n): 0.195946 Ha
atom Z=4, N=4, walls +-10 bohr, h=0.25 bohr, sites: 79
HF levels 1,2,3: -1.368862, -0.314621, 0.109781 Ha
OEP levels 1,2,3: -1.176944, -0.312093, -0.104106 Ha
inverted-HF levels 1,2,3: -1.178847, -0.314621, -0.105433 Ha
mu for OEP and inverted runs: -0.208099, -0.210027 Ha
max error chi, quadrature vs states: 3.1e-13 1/Ha
max error Lam, quadrature vs states: 9.2e-13 electrons
dEx/deps finite diff, vx.dn: 0.2219531, 0.2219531 Ha
trial point max |R|: 9.433e-02 electrons/site
trial point max |dE/dv - R|: 2.3e-10 electrons/site
OEP max |dE/dv|: 1.9e-10 electrons/site
max|psi1 phi1|, max|sum|: 5.635e-04, 8.3e-14 per site
x=0 bohr: n=1.1882e+00 1/bohr, vx OEP=-0.64190, inv=-0.64245 Ha
x=1 bohr: n=8.5146e-01 1/bohr, vx OEP=-0.70463, inv=-0.70760 Ha
x=2 bohr: n=3.6715e-01 1/bohr, vx OEP=-0.57288, inv=-0.57609 Ha
x=4 bohr: n=4.1564e-02 1/bohr, vx OEP=-0.30896, inv=-0.31027 Ha
x=8 bohr: n=2.7324e-04 1/bohr, vx OEP=-0.13344, inv=-0.13347 Ha
x=8: -int phiH^2 w, -1/sqrt(65): -0.13346, -0.12403 Ha
<1|vx-Sx|1>: 0.192949 Ha
full SSE max residual at OEP: 8.210e-04 1/bohr
full SSE max residual at inverted v: 1.7e-12 1/bohr
full SSE trace, mu above KS level 3: -2.000000 electrons
rms(v_inv - v_OEP), density weighted: 7.959e-04 Ha
E_HF, E_OEP, E[v_inv]: -6.75043611, -6.74914990, -6.74914865 Ha
Ex HF, OEP: -1.461515, -1.458674 Ha
E_OEP-E_HF: 1.2862e-03 Ha = 35.000 meV
E[v_inv]-E_OEP: 1.247e-06 Ha
singles estimate at lam=1: 1.4075e-03 Ha
OEP highest level: -8.492 eV; HF: -8.561 eV
lam=0.01: dE=1.2827e-07, singles=1.2834e-07, rms dv=6.0531e-08 Ha
lam=0.02: dE=5.1404e-07, singles=5.1460e-07, rms dv=2.4250e-07 Ha
exponents of dE and dv in lam: 2.003, 2.002 (dimensionless)
N=2, Z=2: max |vx + vH/2|: 1.2e-13 Ha
N=2: E_HF, E_OEP: -2.22598349, -2.22598349 Ha
```
